\section*{Estimating the Pseudomagnetic Field of Strained Graphene}

\section{Landau levels without a magnet}

Take a graphene strip 400 nm wide and bend it within its own plane, like a ruler bent edgewise, to a radius of 10 µm. No magnet is present. In a nearest-neighbour hopping model with rough graphene parameters, electrons whose wavevector along the strip is that of a Dirac point have a level at zero energy, and the next ones at 28.59, 40.44 and 49.52 meV. The ratios are $1:1.414:1.732$, that is, $1:\sqrt2:\sqrt3$. This square-root ladder is what Dirac electrons show in a uniform magnetic field, and here the spacing corresponds to 0.81 T.

The bent strip is stretched on its outer side and compressed on its inner side. Across its width the strain changes by one percent every 100 nm. The questions are why a strain gradient acts like a magnetic field, why this one is worth about a tesla, and how it must be oriented.

\section{Back of the envelope}

Low-energy electrons in graphene have wavevectors close to a Dirac point, where the contributions of the three bonds around an atom cancel. Stretching some bonds more than others upsets the cancellation, and it is restored at a slightly different wavevector. Strain therefore moves the Dirac point.

To size the shift, let $t$ be the hopping energy, $a$ the bond length and $\beta=-d\ln t/d\ln d$ the sensitivity of hopping to the bond length $d$, evaluated at $d=a$. A strain $\varepsilon$ changes a hopping by about $\beta\varepsilon t$. A change $q$ of wavevector changes the bond sum by about $taq$. The two balance when
\begin{equation}
q\sim\frac{\beta\varepsilon}{a}.
\end{equation}
With $\beta=3$, $a=0.142$ nm and $\varepsilon=0.01$ this is $0.21\ \mathrm{nm^{-1}}$.

In a magnetic field an electron of charge $-e$ has kinetic momentum $\mathbf p+e\mathbf A$, so the point of zero kinetic momentum lies at $\mathbf p=-e\mathbf A$. If $\mathbf A$ varies in space, so does that point. A Dirac point that moves by $q$ over a distance $L$ thus imitates a field of size
\begin{equation}
B\sim\frac{\hbar}{e}\frac{q}{L}
=658\ \mathrm{T\,nm^2}\times\frac{0.21\ \mathrm{nm^{-1}}}{100\ \mathrm{nm}}
\approx1.4\ \mathrm{T}.
\end{equation}
The order of magnitude is one tesla. The numerical factor, the sign and the role of direction need the lattice.

\section{Controlled derivation}

\subsection{The model and the unstrained Dirac point}

The sheet is flat, and electrons hop between nearest neighbours with amplitude $-t_n$. Let $x$ be the zigzag direction. The bonds from an A atom to its B neighbours are
\begin{equation}
\boldsymbol\delta_1=a(0,1),\quad
\boldsymbol\delta_{2}=a\left(\tfrac{\sqrt3}{2},-\tfrac12\right),\quad
\boldsymbol\delta_{3}=a\left(-\tfrac{\sqrt3}{2},-\tfrac12\right).
\end{equation}
The Hamiltonian connects A to B through
\begin{equation}
H_{AB}=-f(\mathbf k),\qquad
f(\mathbf k)=\sum_{n=1}^3t_n e^{i\mathbf k\cdot\boldsymbol\delta_n}.
\end{equation}
The energies are $\pm|f|$, so a Dirac point is a zero of $f$.

With equal hoppings one zero is $\mathbf K=(4\pi/(3\sqrt3a),0)$. There $\mathbf K\cdot\boldsymbol\delta_n=0,\ 2\pi/3,\ -2\pi/3$, and the phase factors are $1,\omega,\omega^*$ with $\omega=-\frac12+\frac{i\sqrt3}{2}$. Their sum vanishes. For $\mathbf k=\mathbf K+\mathbf q$ with $qa\ll1$, the terms linear in $\mathbf q$ are
\begin{align}
f_q&=ita\left[q_y+\omega\left(\tfrac{\sqrt3}{2}q_x-\tfrac12q_y\right)
+\omega^*\left(-\tfrac{\sqrt3}{2}q_x-\tfrac12q_y\right)\right]\nonumber\\
&=ita\left[q_y-\tfrac12(\omega+\omega^*)q_y
+\tfrac{\sqrt3}{2}(\omega-\omega^*)q_x\right]\nonumber\\
&=ita\left[\tfrac32q_y+\tfrac{3i}{2}q_x\right]
=\tfrac{3ta}{2}(-q_x+iq_y),
\end{align}
because $\omega+\omega^*=-1$ and $\omega-\omega^*=i\sqrt3$.

\subsection{What strain adds}

Let both sublattices follow a smooth strain with components $\varepsilon_{ij}$. To first order a bond with unit vector $\hat{\boldsymbol\delta}_n$ stretches by the fraction $\hat{\boldsymbol\delta}_n\cdot\varepsilon\cdot\hat{\boldsymbol\delta}_n$, and its hopping changes by $-\beta t$ times that fraction:
\begin{align}
\delta t_1&=-\beta t\,\varepsilon_{yy},\nonumber\\
\delta t_{2}&=-\beta t\left(\tfrac34\varepsilon_{xx}+\tfrac14\varepsilon_{yy}-\tfrac{\sqrt3}{2}\varepsilon_{xy}\right),\\
\delta t_{3}&=-\beta t\left(\tfrac34\varepsilon_{xx}+\tfrac14\varepsilon_{yy}+\tfrac{\sqrt3}{2}\varepsilon_{xy}\right).\nonumber
\end{align}
Products of strain and $q$ are of second order and are dropped, so these changes enter $f$ with the phases taken at $\mathbf K$:
\begin{align}
f_\varepsilon&=\delta t_1+\omega\,\delta t_2+\omega^*\delta t_3\nonumber\\
&=\delta t_1-\tfrac12(\delta t_2+\delta t_3)+\tfrac{i\sqrt3}{2}(\delta t_2-\delta t_3)
\label{eq:comb}\\
&=-\beta t\left(\varepsilon_{yy}-\tfrac34\varepsilon_{xx}-\tfrac14\varepsilon_{yy}\right)
+\tfrac{i\sqrt3}{2}\,\sqrt3\,\beta t\,\varepsilon_{xy}\nonumber\\
&=\tfrac34\beta t(\varepsilon_{xx}-\varepsilon_{yy})+\tfrac{3i}{2}\beta t\,\varepsilon_{xy}.
\end{align}
Taking out the common factor $3ta/2$ gives
\begin{equation}
f=\tfrac{3ta}{2}\left[-q_x+\frac{\beta}{2a}(\varepsilon_{xx}-\varepsilon_{yy})
+i\left(q_y+\frac{\beta}{a}\varepsilon_{xy}\right)\right].
\end{equation}
The zero has moved from $\mathbf q=0$ to
\begin{equation}
\mathbf q_0=\frac{\beta}{2a}\left(\varepsilon_{xx}-\varepsilon_{yy},\,-2\varepsilon_{xy}\right).
\end{equation}

Define $v=3ta/(2\hbar)$. Then $H_{AB}=\hbar v[(q_x-q_{0x})-i(q_y-q_{0y})]$, which is the upper right element of $\hbar v\,\boldsymbol\sigma\cdot(\mathbf q-\mathbf q_0)$. If the strain varies slowly on the scale of $a$, this holds locally, with $\hbar\mathbf q$ replaced by the momentum operator $\mathbf p$ acting on the slow part of the wave. Comparison with $H=v\,\boldsymbol\sigma\cdot(\mathbf p+e\mathbf A)$ gives
\begin{equation}
\mathbf A=-\frac{\hbar}{e}\mathbf q_0
=-\frac{\hbar\beta}{2ea}\left(\varepsilon_{xx}-\varepsilon_{yy},\,-2\varepsilon_{xy}\right).
\label{eq:A}
\end{equation}

Two remarks fix the meaning of this result. First, the hoppings are real, so $f(-\mathbf K+\mathbf q)=f(\mathbf K-\mathbf q)^*$. At the other valley, $\mathbf K'=-\mathbf K$, the zero therefore lies at $\mathbf q=-\mathbf q_0$, and both $\mathbf A$ and its field change sign. Strain does not break time-reversal symmetry, as a real magnet would.

Second, $\mathbf r$ labels atoms by their undeformed positions. In laboratory positions $\mathbf R=\mathbf r+\mathbf u$, the rapid phase $e^{i\mathbf K\cdot\mathbf r}$ becomes $e^{i\mathbf K\cdot\mathbf R}e^{-i\mathbf K\cdot\mathbf u}$. The extra factor adds a gradient to $\mathbf A$, and a gradient has no curl. To leading order the field is the same in both descriptions.

\subsection{Direction of pull and direction of gradient}

Let the sheet be pulled along $\mathbf n=(\cos\theta,\sin\theta)$ and be free to contract sideways with Poisson ratio $\nu$. The strain is $\varepsilon$ along $\mathbf n$ and $-\nu\varepsilon$ across it, so $\varepsilon_{ij}=\varepsilon[(1+\nu)n_in_j-\nu\delta_{ij}]$ and
\begin{equation}
\varepsilon_{xx}-\varepsilon_{yy}=(1+\nu)\varepsilon\cos2\theta,\qquad
2\varepsilon_{xy}=(1+\nu)\varepsilon\sin2\theta.
\end{equation}
Let $\varepsilon$ grow at the constant rate $g$ in the direction $\phi$, so that $\partial_x\varepsilon=g\cos\phi$ and $\partial_y\varepsilon=g\sin\phi$. The curl of Eq.~\eqref{eq:A} is
\begin{align}
B&=\partial_xA_y-\partial_yA_x\nonumber\\
&=\frac{\hbar\beta}{2ea}(1+\nu)\left[\sin2\theta\,\partial_x\varepsilon+\cos2\theta\,\partial_y\varepsilon\right]\nonumber\\
&=\frac{\hbar\beta}{2ea}(1+\nu)\,g\,\sin(2\theta+\phi).
\label{eq:B}
\end{align}

A suitable orientation is one with $|\sin(2\theta+\phi)|$ near 1. If the gradient runs across the pull, $\phi=\theta+90^\circ$ and the factor is $\cos3\theta$: a pull along zigzag gives the full field and a pull along armchair, $\theta=30^\circ$, gives none. If the gradient runs along the pull, $\phi=\theta$ and the factor is $\sin3\theta$, so the roles are exchanged. The threefold angle reflects the symmetry of the lattice.

In-plane bending realizes the first case. Put the axis of the strip along zigzag and take
\begin{equation}
u_x=gxy,\qquad u_y=-\tfrac g2\left(x^2+\nu y^2\right).
\end{equation}
Then $\varepsilon_{xx}=gy$, $\varepsilon_{yy}=-\nu gy$ and $\varepsilon_{xy}=\frac12(gx-gx)=0$. The stress is a tension along $x$ that depends on $y$ alone. It is balanced inside the strip and leaves the long edges free; only bending moments at the ends are needed. The radius is $R=1/g$. In the second case the tension changes along its own direction, so something must balance the forces. A grip from the substrate can do this. A slowly tapering strip with free edges can do it too, but only with an additional shear strain, equal to $-(1+\nu)g$ times the distance from the strip's axis. Equation~\eqref{eq:B} does not include this shear. For a pull along armchair the shear adds twice the field of Eq.~\eqref{eq:B}, so the total is three times as large.

\subsection{The number}

The parameters are rough typical values for graphene: $a=0.142$ nm, $\beta=3$, $\nu=0.17$ and $t=2.7$ eV. The gradient is $g=0.01/(100\ \mathrm{nm})=10^{-4}\ \mathrm{nm^{-1}}$, so $R=10$ µm. At the best orientation
\begin{equation}
B=658.2\ \mathrm{T\,nm^2}\times10.563\ \mathrm{nm^{-1}}\times1.17\times10^{-4}\ \mathrm{nm^{-1}}
=0.81\ \mathrm{T},
\end{equation}
where $10.563\ \mathrm{nm^{-1}}$ is $\beta/2a$. The envelope estimate of 1.4 T lacked the factor $(1+\nu)/2=0.585$. The half comes from the bond geometry, and the $1+\nu$ from the sideways contraction, which adds to the difference $\varepsilon_{xx}-\varepsilon_{yy}$.

\section{The level ladder}

To connect the field with the opening numbers, let $\boldsymbol\Pi=\mathbf p+e\mathbf A$ and $B>0$. Its components do not commute:
\begin{equation}
[\Pi_x,\Pi_y]=e[p_x,A_y]+e[A_x,p_y]
=-i\hbar e(\partial_xA_y-\partial_yA_x)=-i\hbar eB.
\end{equation}
Squaring $H=v\,\boldsymbol\sigma\cdot\boldsymbol\Pi$ with $\sigma_x\sigma_y=i\sigma_z$ gives
\begin{equation}
H^2=v^2\left(\Pi^2+i\sigma_z[\Pi_x,\Pi_y]\right)=v^2\left(\Pi^2+\hbar eB\,\sigma_z\right).
\end{equation}
Two variables whose commutator has size $\hbar eB$ behave like the position and momentum of an oscillator, so $\Pi^2$ has the values $(2N+1)\hbar eB$ with $N=0,1,2,\dots$. Adding $\pm\hbar eB$ leaves even multiples $2n\hbar eB$, and
\begin{equation}
E_n=\pm v\sqrt{2e\hbar Bn}=\pm\sqrt{2n}\,\frac{\hbar v}{\ell},\qquad
\ell=\sqrt{\frac{\hbar}{eB}}.
\end{equation}
Here $\ell=28.4$ nm and $\hbar v=3ta/2=0.575$ eV nm, so $E_1=\sqrt2\times0.575/28.4$ eV $=28.6$ meV. Since $\ell$ is about 200 bond lengths, the slow-variation assumption is well met.

\section{Comparison with the lattice}

Equation~\eqref{eq:B} was tested by finding the zeros of $f$ numerically, with hoppings $t\exp[-\beta(d/a-1)]$ for the stretched bond lengths $d$, and taking the curl by finite differences. With the size of the gradient held fixed, valley K gives:
\begin{center}
\begin{tabular}{ccc}
pull $\theta$ & gradient $\phi$ & $B$ (T)\\
$0^\circ$ & $90^\circ$ & $0.813$\\
$0^\circ$ & $0^\circ$ & $0.000$\\
$30^\circ$ & $30^\circ$ & $0.813$\\
$30^\circ$ & $120^\circ$ & $0.000$\\
$45^\circ$ & $100^\circ$ & $-0.141$
\end{tabular}
\end{center}
These agree with the formula, and valley K$'$ gives the opposite values.

The levels in the opening come from a separate calculation that does not use $\mathbf A$. Atoms were placed on circular arcs, hoppings were computed from their actual distances, and the Hamiltonian of the 400 nm strip was diagonalized. Its edges are strained by $\pm2\%$. The first three levels agree with $E_n$ to the digits quoted. Further runs on the bent lattice show the following.
\begin{itemize}
\item Doubling the gradient, in a strip 300 nm wide, doubles the field inferred from $E_1^2$.
\item For orbits centred 50 nm off the axis, $E_1$ is 28.67 meV on the stretched side and 28.51 meV on the compressed side, instead of 28.59 meV. The ladder is nearly uniform, with a slow drift across the width.
\item Adding a real field of 0.407 T, half the pseudofield, multiplies $E_1^2$ by 1.5 in valley K and by 0.5 in valley K$'$. The real field adds in one valley and subtracts in the other.
\end{itemize}

A strip only 100 nm wide behaves differently. At the same wavevector its lowest non-negative level is at 5.65 meV instead of zero, and the next is at 32.22 meV, 13\% above the wide-strip value. The half-width is then only $1.8\,\ell$, so the orbits reach the edges. For a clean ladder the gradient should extend over several magnetic lengths on each side of the orbit.

\section{What the estimate leaves out}

\subsection{Relaxation inside the cell}

The two sublattices need not follow the smooth strain rigidly. Suppose B atoms shift relative to A atoms by
\begin{equation}
\mathbf w=sa\left(\varepsilon_{xy},\,\tfrac12(\varepsilon_{xx}-\varepsilon_{yy})\right).
\end{equation}
Each hopping gains $-\beta t\,\hat{\boldsymbol\delta}_n\cdot\mathbf w/a$. Hence $\delta t_1$ gains $-\beta tw_y/a$, the sum $\delta t_2+\delta t_3$ gains $+\beta tw_y/a$, and the difference $\delta t_2-\delta t_3$ gains $-\sqrt3\beta tw_x/a$. In the combination \eqref{eq:comb} this adds
\begin{equation}
-\frac{3\beta t}{2a}(w_y+iw_x)
=-s\left[\tfrac34\beta t(\varepsilon_{xx}-\varepsilon_{yy})+\tfrac{3i}{2}\beta t\,\varepsilon_{xy}\right]
=-s f_\varepsilon.
\end{equation}
The field is multiplied by $1-s$. A rough $s=0.4$ lowers it to 0.49 T.

\subsection{The electric field that comes with the strain}

Strain also changes the area per atom and with it the local potential energy, by $D(\varepsilon_{xx}+\varepsilon_{yy})=D(1-\nu)\varepsilon$. Its gradient acts as an in-plane electric field of size $F=D(1-\nu)g/e$. For a rough $D=3$ eV this is about 2.5 kV/cm. The potential is used as it stands; redistribution of mobile carriers or of charge on a nearby gate, which would partly screen it in a real sheet, is not modelled.

To see its effect, use $\mathbf A=(-By,0)$, take zero wavevector along $x$ relative to the Dirac point, and set $b=F/(vB)$. The wave equation is
\begin{equation}
\left[-evBy(\sigma_x-b)+v\sigma_yp_y-E\right]\psi=0.
\end{equation}
Write $\psi=e^{\eta\sigma_x/2}\chi$ with $\tanh\eta=b<1$, and multiply from the left by $e^{\eta\sigma_x/2}$. Because $\sigma_x$ and $\sigma_y$ anticommute, the $\sigma_y$ term is unchanged. The others follow from $e^{\eta\sigma_x}=\cosh\eta\,(1+b\sigma_x)$ and $\cosh\eta=1/\sqrt{1-b^2}$:
\begin{align}
e^{\eta\sigma_x}(\sigma_x-b)&=\cosh\eta\,(1-b^2)\,\sigma_x=\sqrt{1-b^2}\,\sigma_x,\\
e^{\eta\sigma_x}E&=\frac{E}{\sqrt{1-b^2}}(1+b\sigma_x).
\end{align}
The term in $E\sigma_x$ only displaces the origin of $y$. What remains is the Landau problem with field $B\sqrt{1-b^2}$ and energy $E/\sqrt{1-b^2}$, so
\begin{equation}
E=\pm\sqrt{1-b^2}\;v\sqrt{2e\hbar B\sqrt{1-b^2}\,n}=\pm(1-b^2)^{3/4}|E_n|.
\end{equation}
Here $b=0.35$ and the factor is 0.906, which the bent lattice with this potential reproduces for $n=1$. Both $F$ and $B$ are proportional to $g$, so a steeper gradient does not change $b$. At the best orientation $b$ reaches 1, and the levels at fixed wavevector collapse, when $D=3\beta t(1+\nu)/[4(1-\nu)]=8.6$ eV. These values are for $s=0$. With $s=0.4$ and the same $D=3$ eV the weaker field raises $b$ to 0.58 and lowers the factor to 0.73, and the collapse comes already at 5.1 eV.

The squeezing compares levels of the same wavevector, which do not sit at the same place. Since the potential energy is $eFy$, the mean position follows from $e\langle y\rangle=\partial E/\partial F$. For the positive levels this gives
\begin{equation}
E-eF\langle y\rangle=\frac{1+b^2/2}{(1-b^2)^{1/4}}\,|E_n|.
\end{equation}
This is the energy measured from the potential at the mean position of the state. For $b=0.35$ the factor is 1.10, so for states centred at the same place the spacing grows instead of shrinking.

The potential also makes the centre of the ladder follow the local strain. Over 100 nm it moves by $3\times0.83\times0.01$ eV $\approx25$ meV, nearly one level spacing. A measurement that averages over such a distance would blur the ladder.

\subsection{Real sheets}

The sensitivity $\beta$ is uncertain: $\beta=2$ gives 0.54 T and $\beta=3.5$ gives 0.95 T. With $\beta=2$ and $s=0.4$ together the field is about 0.33 T. For these choices the field stays between a few tenths of a tesla and about one tesla, but even the first digit of 0.81 T belongs to the chosen parameters. Relaxation inside the cell alone, at the assumed $s$, costs 40\% of the base value. A free-standing sheet would also tend to buckle on its compressed side. An added uniform stretch $\varepsilon_0$ along the strip can keep it stretched everywhere. If a support holds the arc, it adds to leading order only a constant to $\mathbf A$, hence no field; at $\varepsilon_0=2\%$ the model gives $E_1=28.9$ meV. Tension applied only at the ends of a free-standing strip of width $W$ straightens it instead. In beam theory the curvature, and with it the field, then decays from the ends over a length $W/\sqrt{12\varepsilon_0}$, about 0.8 µm here, so the field at the middle is 16\% below its end value in a strip 1 µm long and nearly halved in one 2 µm long.

Seeing the levels sets further conditions. The thermal energy is 25.9 meV at 300 K, close to $E_1$, and 6.6 meV at 77 K. A tunnelling spectrum is broadened by about 3.5 times this energy. At 77 K that is 23 meV: in the 0.81 T ladder only the zeroth level survives as a weak peak and the higher levels merge, reappearing at about 30 K. At 4 K the broadening is only 1.2 meV. Cooling well below 77 K is therefore needed. An electron must also complete a good part of an orbit before it scatters. The usual criterion $\mu B\gtrsim1$ requires a mobility $\mu$ of about 12\,000 cm$^2$/Vs at 0.81 T and about 30\,000 cm$^2$/Vs at 0.33 T. Graphene on ordinary oxide, with roughly $10^4$ cm$^2$/Vs, is marginal for the larger field and insufficient for the smaller; cleaner supports do better, provided that they can hold the strain pattern. The remaining values are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Bond length a = 0.142 nm, hopping t = 2.7 eV
beta = 3.0, Poisson ratio nu = 0.17 (no unit)
Strain change = 1.0 % over 100 nm
Strain gradient g = 1.0e-04 1/nm
Bending radius R = 1/g = 10.0 um
hbar/e = 658.2 T nm^2
beta/(2a) = 10.563 1/nm
Field without the factor 1+nu = 0.695 T
Pseudomagnetic field, best orientation B = 0.813 T
Dirac-point shift for 1 % strain (formula) = 0.1236 1/nm
Numerical B, pull 0 deg, gradient 90 deg = 0.813 T
Numerical B, pull 0 deg, gradient 0 deg = 0.000 T
Numerical B, pull 30 deg, gradient 30 deg = 0.813 T
Numerical B, pull 30 deg, gradient 120 deg = 0.000 T
Numerical B, pull 15 deg, gradient 70 deg = 0.801 T
Numerical B, pull 45 deg, gradient 100 deg = -0.141 T
Dirac velocity v = 8.737e+05 m/s
Magnetic length = 28.4 nm
Level n=1: formula 28.59 meV, bent strip 28.59 meV
Level n=2: formula 40.44 meV, bent strip 40.44 meV
Level n=3: formula 49.52 meV, bent strip 49.52 meV
Width of that strip = 400 nm
Strain at its edges = +-2.0 %
Field read back from level n=1 = 0.813 T
Field ratio when gradient is doubled = 2.000
Level n=1, orbit 50 nm off axis = 28.67 meV
Added real field = 0.407 T
Total/pseudo field with it: K 1.500, K' 0.500
Strip 100 nm wide: n=0 level 5.65 meV, next 32.22 meV
B if beta were 2.0 = 0.542 T
B if beta were 3.5 = 0.949 T
Anisotropy removed by sublattice shift s = 0.4
B with that sublattice shift = 0.488 T
Deformation potential D = 3.0 eV
In-plane electric field F = 2.49 kV/cm
Ratio b = F/(vB) = 0.350
Level factor: formula 0.906, bent strip 0.906
D at which the levels collapse = 8.56 eV
Thermal energy at 300 K = 25.85 meV
Thermal energy at 77 K = 6.64 meV
Thermal energy at 4 K = 0.34 meV
Mobility for mu*B = 1: 12293 cm2/Vs
\end{verbatim}
